# The Hylleraas functional and orbital-invariant second-order pair equations: a program that tests the result

```python
"""
Result under test: for a closed-shell Hartree-Fock reference the first-order
pair amplitudes T[i,j,a,b] obey, in any orthonormal occupied (i,j,k) and
virtual (a,b,c) orbitals,
  R = K + f_ac T_cb + T_ac f_cb - f_ik T^kj - f_kj T^ik = 0,
with K[i,j,a,b] = (ia|jb) and f the Fock matrix. They minimize the Hylleraas
functional J = sum (2T - T_swapped)(K + R), whose minimum is the canonical
second-order energy E2. L = sum (2T - T_swapped) K is the linear energy.
Energies are in hartree unless a label says otherwise.
"""
from functools import reduce
import numpy as np
from scipy import constants
from pyscf import gto, scf, mp, ao2mo


def fock_action(T, foo, fvv):
    """Action of H0 - E0 on the pair amplitudes."""
    out = np.einsum('ac,ijcb->ijab', fvv, T, optimize=True)
    out += np.einsum('ijac,cb->ijab', T, fvv, optimize=True)
    out -= np.einsum('ik,kjab->ijab', foo, T, optimize=True)
    out -= np.einsum('kj,ikab->ijab', foo, T, optimize=True)
    return out


def tilde(T):
    return 2 * T - T.transpose(0, 1, 3, 2)


def linear_energy(T, K):
    return np.sum(tilde(T) * K)


def hylleraas(T, K, foo, fvv):
    return np.sum(tilde(T) * (2 * K + fock_action(T, foo, fvv)))


def solve_amplitudes(K, foo, fvv, tol=1e-11):
    """Conjugate gradients for fock_action(T) = -K."""
    T = np.zeros_like(K)
    r = -K.copy()
    p = r.copy()
    rr = np.sum(r * r)
    for _ in range(2000):
        Ap = fock_action(p, foo, fvv)
        step = rr / np.sum(p * Ap)
        T += step * p
        r -= step * Ap
        rr_new = np.sum(r * r)
        if np.sqrt(rr_new) < tol:
            return T
        p = r + (rr_new / rr) * p
        rr = rr_new
    raise RuntimeError("conjugate gradients did not converge")


rng = np.random.default_rng(7)

# ---- Explicit many-electron matrices: 4 spatial orbitals, 4 electrons ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (7 - p))
       for p in range(8)]
number = np.diag(sum(a.T @ a for a in ann))
sector = np.where(np.isclose(number, 4))[0]
E = [[sum(ann[2*p+s].T @ ann[2*q+s] for s in (0, 1))[np.ix_(sector, sector)]
      for q in range(4)] for p in range(4)]
ref = (sector == 0b11110000).astype(float)
f = np.zeros((4, 4))
f[:2, :2] = [[-1.0, 0.25], [0.25, -0.7]]
f[2:, 2:] = [[0.4, -0.15], [-0.15, 0.8]]
B = 0.2 * rng.standard_normal((3, 4, 4))
B = (B + B.transpose(0, 2, 1)) / 2
eri = np.einsum('Lpq,Lrs->pqrs', B, B)
h = f - 2 * np.einsum('pqkk->pq', eri[:, :, :2, :2]) \
    + np.einsum('pkkq->pq', eri[:, :2, :2, :])
H0 = sum(f[p, q] * E[p][q] for p in range(4) for q in range(4))
H = sum(h[p, q] * E[p][q] for p in range(4) for q in range(4))
for p in range(4):
    for q in range(4):
        for r in range(4):
            for s in range(4):
                pair_op = E[p][q] @ E[r][s]
                if q == r:
                    pair_op = pair_op - E[p][s]
                H = H + 0.5 * eri[p, q, r, s] * pair_op
V = H - H0
E0 = ref @ H0 @ ref
E1 = ref @ V @ ref
shifted = H0 - E0 * np.eye(len(sector))
source = V @ ref - E1 * ref
levels = np.linalg.eigvalsh(shifted)
assert abs(levels[0]) < 1e-12 and levels[1] > 0.1
for a in (2, 3):
    for i in (0, 1):
        assert abs((E[a][i] @ ref) @ source) < 1e-12


def doubles_vector(T):
    return 0.5 * sum(T[i, j, a, b] * (E[a+2][i] @ E[b+2][j] @ ref)
                     for i in range(2) for j in range(2)
                     for a in range(2) for b in range(2))


def operator_functional(T):
    psi = doubles_vector(T)
    return psi @ shifted @ psi + 2 * psi @ source


def random_pairs():
    X = rng.standard_normal((2, 2, 2, 2))
    return (X + X.transpose(1, 0, 3, 2)) / 2


Km = eri[:2, 2:, :2, 2:].transpose(0, 2, 1, 3)
foo_m, fvv_m = f[:2, :2], f[2:, 2:]
trial, direction = random_pairs(), random_pairs()
assert abs(operator_functional(trial)
           - hylleraas(trial, Km, foo_m, fvv_m)) < 1e-10
fd = (operator_functional(trial + 1e-3 * direction)
      - operator_functional(trial - 1e-3 * direction)) / 2e-3
residual = Km + fock_action(trial, foo_m, fvv_m)
assert abs(fd - 2 * np.sum(tilde(direction) * residual)) < 1e-8
psi_full = -np.linalg.pinv(shifted, rcond=1e-10) @ source
T_model = solve_amplitudes(Km, foo_m, fvv_m, 1e-13)
assert np.max(abs(psi_full - doubles_vector(T_model))) < 1e-10
E2_full = ref @ V @ psi_full
E2_model = linear_energy(T_model, Km)
lam = 5e-4
ground = [np.linalg.eigvalsh(H0 + x * V)[0] for x in (-lam, 0.0, lam)]
E2_curv = (ground[0] - 2 * ground[1] + ground[2]) / (2 * lam**2)
assert abs(E2_full - E2_model) < 1e-10
assert abs(E2_curv - E2_model) < 1e-4 * abs(E2_model) + 1e-7
print("MODEL: 4 orbitals, 4 electrons, seeded random integrals")
print(f"E2, pair amplitudes         {E2_model:.8f} Eh")
print(f"E2, full determinant space  {E2_full:.8f} Eh")
print(f"E2, eigenvalue curvature    {E2_curv:.8f} Eh")

# ---- Formaldehyde ----
bohr = constants.physical_constants['Bohr radius'][0] * 1e10
hartree_ev = constants.physical_constants['Hartree energy in eV'][0]
r_co, r_ch, angle = 1.21, 1.11, 116.0
half = np.radians(angle / 2)
y, z = r_ch * np.sin(half), -r_ch * np.cos(half)
atoms = [('C', (0, 0, 0)), ('O', (0, 0, r_co / bohr)),
         ('H', (0, y / bohr, z / bohr)), ('H', (0, -y / bohr, z / bohr))]
mol = gto.M(atom=atoms, unit='Bohr', basis='6-31g*', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-7
mf.kernel()
assert mf.converged
no = mol.nelectron // 2
ncore = 2
C = mf.mo_coeff
Co, Cv = C[:, :no], C[:, no:]
nv = Cv.shape[1]
eps = mf.mo_energy
F = mf.get_fock()
E2_can = mp.MP2(mf).kernel()[0]


def exchange_integrals(occ, vir):
    g = ao2mo.general(mol, (occ, vir, occ, vir), compact=False)
    n, m = occ.shape[1], vir.shape[1]
    return g.reshape(n, m, n, m).transpose(0, 2, 1, 3)


def boys_rotation(dip):
    """Pairwise rotations maximizing the sum of squared centroids."""
    n = dip.shape[1]
    U = np.linalg.qr(rng.standard_normal((n, n)))[0]
    r = np.einsum('pi,xpq,qj->xij', U, dip, U)
    for _ in range(2000):
        largest = 0.0
        for i in range(n):
            for j in range(i):
                d = r[:, i, i] - r[:, j, j]
                A = r[:, i, j] @ r[:, i, j] - d @ d / 4
                Bc = r[:, i, j] @ d
                if np.hypot(A, Bc) < 1e-12:
                    continue
                t = np.arctan2(Bc, -A) / 4
                largest = max(largest, abs(t))
                G = np.eye(n)
                G[i, i] = G[j, j] = np.cos(t)
                G[j, i], G[i, j] = np.sin(t), -np.sin(t)
                U = U @ G
                r = np.array([G.T @ m @ G for m in r])
        if largest < 1e-9:
            return np.sum(np.einsum('xii->xi', r)**2), U
    raise RuntimeError("localization did not converge")


dip_ao = mol.intor('int1e_r')
Cval = Co[:, ncore:]
dip_val = np.einsum('pi,xpq,qj->xij', Cval, dip_ao, Cval, optimize=True)
starts = [boys_rotation(dip_val) for _ in range(5)]
boys_value, Uval = max(starts, key=lambda item: item[0])
assert boys_value > np.sum(np.einsum('xii->xi', dip_val)**2)
cent = np.einsum('pi,xpq,qi->ix', Uval, dip_val, Uval) * bohr
order = sorted(range(no - ncore),
               key=lambda i: tuple(np.round(cent[i, [2, 1, 0]], 2)))
Uval, cent = Uval[:, order], cent[order]
U = np.eye(no)
U[ncore:, ncore:] = Uval
Cl = Co @ U
foo = Cl.T @ F @ Cl
fvv = Cv.T @ F @ Cv
assert np.max(abs(Cl.T @ F @ Cv)) < 1e-5
assert np.max(abs(foo[:ncore, ncore:])) < 1e-5
K = exchange_integrals(Cl, Cv)

# Canonical amplitudes, rotated into the localized orbitals
Kc = exchange_integrals(Co, Cv)
eo, ev = eps[:no], eps[no:]
Tc = -Kc / (ev[None, None, :, None] + ev[None, None, None, :]
            - eo[:, None, None, None] - eo[None, :, None, None])
T_exact = solve_amplitudes(K, foo, fvv)
T_rot = np.einsum('ki,lj,klab->ijab', U, U, Tc, optimize=True)
assert np.max(abs(T_rot - T_exact)) < 1e-6
E2_loc = linear_energy(T_exact, K)
assert abs(E2_loc - E2_can) < 1e-7
assert abs(hylleraas(T_exact, K, foo, fvv) - E2_loc) < 1e-9

# Both orbital spaces rotated
W = np.linalg.qr(rng.standard_normal((nv, nv)))[0]
Cw = Cv @ W
Kw = exchange_integrals(Cl, Cw)
E2_both = linear_energy(solve_amplitudes(Kw, foo, Cw.T @ F @ Cw), Kw)
assert abs(E2_both - E2_can) < 1e-7

# Iteration with diagonal denominators
fo, fv = np.diag(foo), np.diag(fvv)
D = (fv[None, None, :, None] + fv[None, None, None, :]
     - fo[:, None, None, None] - fo[None, :, None, None])
foff = foo - np.diag(fo)
coupling = -(np.kron(foff, np.eye(no)) + np.kron(np.eye(no), foff))
rho = 0.0
for a in range(nv):
    for b in range(a + 1):
        w = 1 / np.sqrt(D[:, :, a, b].ravel())
        eig = np.linalg.eigvalsh(w[:, None] * coupling * w[None, :])
        rho = max(rho, np.max(abs(eig)))
assert rho < 1
T = -K / D
lin, hyl, err = [], [], []
for n in range(400):
    R = K + fock_action(T, foo, fvv)
    lin.append(linear_energy(T, K))
    hyl.append(np.sum(tilde(T) * (K + R)))
    err.append(np.sqrt(np.sum(D * (T - T_exact)**2)))
    if np.max(abs(R)) < 1e-10:
        break
    T = T - R / D
else:
    raise RuntimeError("amplitude iteration did not converge")
assert abs(lin[-1] - E2_can) < 1e-7
assert min(hyl) > E2_loc - 1e-9
for n in range(len(err) - 1):
    if err[n] > 1e-6:
        assert err[n + 1] <= rho * err[n] * (1 + 1e-4)
for n in range(len(lin) // 2):
    assert abs(hyl[n] - lin[2 * n + 1]) < 1e-9
assert abs(lin[0] - E2_can) > 1e-4

# Pair energies and the balance of one amplitude equation
pairs_can = np.sum(Kc * tilde(Tc), axis=(2, 3))
pairs_loc = np.sum(K * tilde(T_exact), axis=(2, 3))
assert abs(pairs_can.sum() - pairs_loc.sum()) < 1e-7
i, j, a, b = np.unravel_index(np.argmax(abs(T_exact)), T_exact.shape)
term_k = K[i, j, a, b]
term_d = D[i, j, a, b] * T_exact[i, j, a, b]
term_c = -(foff[i] @ T_exact[:, j, a, b] + foff[:, j] @ T_exact[i, :, a, b])
assert abs(term_k + term_d + term_c) < 1e-5

print("H2CO, RHF/6-31G*, all electrons correlated")
print(f"CO {r_co:.2f} A, CH {r_ch:.2f} A, HCH angle {angle:.0f} deg")
print(f"occupied {no}, virtual {nv}, core left canonical {ncore}")
print(f"RHF energy            {mf.e_tot:.6f} Eh")
print(f"HOMO, LUMO            {eo[-1]:.5f}, {ev[0]:.5f} Eh")
print(f"canonical E2          {E2_can:.8f} Eh = {E2_can*hartree_ev:.4f} eV")
print("centroids x,y,z in A (C at 0, O on +z, molecule in yz)")
for m, c in enumerate(cent):
    print(f"  orbital {m+ncore+1}: " + " ".join(f"{x+0.0:8.3f}" for x in c))
print("valence Fock matrix, orbitals 3 to 8, Eh")
for row in foo[ncore:, ncore:]:
    print("  " + " ".join(f"{x:8.4f}" for x in row))
print(f"largest off-diagonal |f_ij|   {np.max(abs(foff)):.5f} Eh")
print(f"contraction bound rho         {rho:.4f}")
print("n, linear energy L, Hylleraas J (Eh)")
for n in range(min(8, len(lin))):
    print(f"  {n}  {lin[n]:.8f}  {hyl[n]:.8f}")
print(f"last iteration index n        {len(lin)-1}")
print(f"converged localized E2        {lin[-1]:.8f} Eh")
print(f"virtuals rotated too, E2      {E2_both:.8f} Eh")
print(f"no coupling: L error          {1e3*(lin[0]-E2_can):.4f} mEh")
print(f"no coupling: J error          {1e3*(hyl[0]-E2_can):.4f} mEh")
print(f"diagonal pairs, canonical     {np.trace(pairs_can):.6f} Eh")
print(f"diagonal pairs, localized     {np.trace(pairs_loc):.6f} Eh")
print(f"largest amplitude: i={i+1} j={j+1}, virtuals {a+1},{b+1}")
print(f"  T                   {T_exact[i, j, a, b]:.6f}")
print(f"  denominator D       {D[i, j, a, b]:.6f} Eh")
print(f"  integral K          {term_k:.6f} Eh")
print(f"  D times T           {term_d:.6f} Eh")
print(f"  pair coupling       {term_c:.6f} Eh")
print("done: every assertion held")
```

Printed output:

```
MODEL: 4 orbitals, 4 electrons, seeded random integrals
E2, pair amplitudes         -0.00629039 Eh
E2, full determinant space  -0.00629039 Eh
E2, eigenvalue curvature    -0.00629039 Eh
H2CO, RHF/6-31G*, all electrons correlated
CO 1.21 A, CH 1.11 A, HCH angle 116 deg
occupied 8, virtual 24, core left canonical 2
RHF energy            -113.863917 Eh
HOMO, LUMO            -0.43753, 0.13752 Eh
canonical E2          -0.30358805 Eh = -8.2611 eV
centroids x,y,z in A (C at 0, O on +z, molecule in yz)
  orbital 3:   -0.000   -0.637   -0.412
  orbital 4:   -0.000    0.637   -0.412
  orbital 5:   -0.253    0.000    0.751
  orbital 6:    0.253    0.000    0.751
  orbital 7:   -0.000   -0.280    1.327
  orbital 8:   -0.000    0.280    1.327
valence Fock matrix, orbitals 3 to 8, Eh
   -0.7180   0.1236  -0.0613   0.0613  -0.0490   0.0721
    0.1236  -0.7180   0.0613  -0.0613  -0.0721   0.0490
   -0.0613   0.0613  -0.8546   0.3249  -0.1597  -0.1597
    0.0613  -0.0613   0.3249  -0.8546   0.1597   0.1597
   -0.0490  -0.0721  -0.1597   0.1597  -0.7114  -0.1804
    0.0721   0.0490  -0.1597   0.1597  -0.1804  -0.7114
largest off-diagonal |f_ij|   0.32490 Eh
contraction bound rho         0.6374
n, linear energy L, Hylleraas J (Eh)
  0  -0.28768594  -0.29773520
  1  -0.29773520  -0.30317299
  2  -0.30309844  -0.30352132
  3  -0.30317299  -0.30356991
  4  -0.30360630  -0.30358172
  5  -0.30352132  -0.30358562
  6  -0.30360890  -0.30358709
  7  -0.30356991  -0.30358767
last iteration index n        41
converged localized E2        -0.30358805 Eh
virtuals rotated too, E2      -0.30358805 Eh
no coupling: L error          15.9021 mEh
no coupling: J error          5.8529 mEh
diagonal pairs, canonical     -0.079775 Eh
diagonal pairs, localized     -0.116566 Eh
largest amplitude: i=6 j=6, virtuals 1,1
  T                   -0.051388
  denominator D       1.984222 Eh
  integral K          0.072810 Eh
  D times T           -0.101964 Eh
  pair coupling       0.029154 Eh
done: every assertion held
```
